Zero-phonon weight of a strongly coupled defect in a monolayer channel

**The problem**

A point defect in a semiconducting monolayer changes from charge state i to charge state f. Its relaxation energy in state f is λ = 0.30 eV, and its lattice motion is represented by one effective phonon energy ħω = 30 meV.

Unless a part says otherwise, assume the following. Both charge states have harmonic energy surfaces of equal frequency ω, with minima at different geometries. The electronic matrix element does not depend on the lattice coordinate (the Condon approximation). The temperature is zero, so the transition starts from the vibrational ground state of i. The zero-phonon weight W₀ is the fraction of the integrated Franck–Condon spectral function that lies in the line to the vibrational ground state of f.

**(a) Which total energies define λ? In a periodic cell with a uniform neutralizing background, how does the energy of a charged sheet grow with cell height, and what happens to this growth in λ?**

Let Rᵢ and R_f be the relaxed geometries of the two charge states. The electronic transition leaves the nuclei at Rᵢ, after which the lattice relaxes on the surface of f. Hence

λ = E_f(Rᵢ) − E_f(R_f).

Both energies belong to the same charge state and are computed in the same cell.

Let the cell have area A, height L and net charge number q, and write k = e²/(4πε₀). With the background removing the G = 0 term, the electrostatic energy of a charge distribution ρ is

E = [2πk/(AL)] Σ_{G≠0} |ρ(G)|²/G².

The growth with L comes from wavevectors normal to the sheet, G = 2πn/L, which approach zero as L increases. There ρ(G) tends to q, so the growing part is

E_L = [2πkq²/(AL)] · 2 Σ_{n≥1} L²/(4π²n²).

Since Σ 1/n² = π²/6,

E_L = πkq²L/(6A).

Replacing |ρ(G)|² by q² leaves a remainder (|ρ(G)|² − q²)/G² that is finite at small G. Its sum, divided by L, tends to a constant. The terms with an in-plane wavevector also tend to a constant. The linear term therefore depends on the net charge and not on the arrangement of the atoms, and it cancels in λ.

A rigid-charge model shows the sizes. A charge −0.5e sits at the origin, and three charges +0.5e surround it symmetrically at radius 0.24 nm and height 0.15 nm. In a second arrangement the three are at radius 0.22 nm and height 0.17 nm. All are Gaussians of standard deviation 0.1 nm, and the square cell has side 1.60 nm. When L goes from 4.0 to 8.0 nm at fixed side, the energy of the first arrangement rises by 1.18 eV, while the energy difference, first arrangement minus second, changes by −2.1 meV. The mean slope is 0.2953 eV/nm, against 0.2945 eV/nm from the formula. Both this small excess and the −2.1 meV come from a term in 1/L. At small G, |ρ(G)|² ≈ q² − G²(qm − p²), where p and m are the first and second moments of the charge along the normal. The n = 0 term missing from the sum of the remainder leaves 2πk(qm − p²)/(AL) in the energy. This term depends on the arrangement and does not cancel in λ. In the model it shifts the energy difference by 4.2 meV at L = 4.0 nm and by 2.1 meV at 8.0 nm. An overestimate of λ by 4.2 meV would multiply W₀ by 0.87.

This model does not supply the value of λ, and it omits dielectric response. The argument also assumes that the charge stays in the sheet. The background creates a potential drop πk|q|L/(2A) between the sheet and the middle of the vacuum, which in this cell is 3.5 eV at L = 4.0 nm and 7.1 eV at 8.0 nm. For negative q, once this drop exceeds the depth of the occupied level below the vacuum level, electrons move into the vacuum and the result no longer holds. The cancellation also does not remove interactions between in-plane images, whose effect on λ must be converged with cell size.

**(b) Express the displacement between the minima and the Huang–Rhys factor S = λ/(ħω) through the data, and evaluate both.**

Use a mass-weighted coordinate Q, for which the kinetic energy is (dQ/dt)²/2. Put the minimum of i at Q = 0 and that of f at Q = ΔQ. Measured from its minimum, the final surface is

U_f(Q) = ω²(Q − ΔQ)²/2.

The relaxation energy is its value at the initial minimum:

λ = U_f(0) = ω²ΔQ²/2.

Solving for the displacement and multiplying numerator and denominator by ħ,

ΔQ = √(2λ)/ω = ħ√(2λ)/(ħω) = 1.67 amu^(1/2) Å.

The Huang–Rhys factor is

S = λ/(ħω) = 0.30 eV / 0.030 eV = 10.

Substituting λ = ω²ΔQ²/2 gives an equivalent form:

S = ωΔQ²/(2ħ).

**(c) Derive W₀ and evaluate it.**

With a constant electronic matrix element, the relative strength of the line to final vibrational state n is the squared overlap |⟨n_f|0ᵢ⟩|². These strengths sum to one because the final vibrational states are complete. Thus W₀ = |⟨0_f|0ᵢ⟩|².

The two normalized ground states are

φᵢ(Q) = [ω/(πħ)]^(1/4) exp[−ωQ²/(2ħ)],

φ_f(Q) = [ω/(πħ)]^(1/4) exp[−ω(Q − ΔQ)²/(2ħ)].

To integrate their product, complete the square in the sum of the exponents:

Q² + (Q − ΔQ)² = 2(Q − ΔQ/2)² + ΔQ²/2.

The overlap becomes

⟨0_f|0ᵢ⟩ = [ω/(πħ)]^(1/2) exp[−ωΔQ²/(4ħ)] ∫ exp[−ω(Q − ΔQ/2)²/ħ] dQ.

The integral equals (πħ/ω)^(1/2) and cancels the normalization. Squaring the remaining exponential gives

W₀ = exp[−ωΔQ²/(2ħ)] = exp(−S).

For the stated defect,

W₀ = exp(−10) = 4.54 × 10⁻⁵ = 0.00454 percent,

or about one part in 22 000. A finite-difference solution for the two parabolas, followed by numerical integration of the overlap, gives 4.5399 × 10⁻⁵.

If λ tends to zero, the minima coincide and W₀ tends to one. If λ is much larger than ħω, the initial wavefunction barely reaches the final minimum and the line is exponentially weak. W₀ is not the fraction of emitted optical power, because that power contains additional factors of photon energy.

**(d) Where does the rest of the spectral weight go?**

Measure position from the final minimum with x = √(ω/ħ)(Q − ΔQ), and let d = √(ω/ħ)ΔQ, so that d² = 2S. The initial state is then centred at x = −d:

φᵢ(x) = π^(−1/4) exp(−x²/2) exp(−dx − d²/2).

The Hermite generating function is

exp(2tx − t²) = Σₙ Hₙ(x)tⁿ/n!.

Setting t = −d/2 makes its left side exp(−dx − d²/4). Therefore

exp(−dx − d²/2) = exp(−d²/4) Σₙ Hₙ(x)(−d/2)ⁿ/n!.

The normalized final states are π^(−1/4)(2ⁿn!)^(−1/2)Hₙ(x)exp(−x²/2). Comparing coefficients,

⟨n_f|0ᵢ⟩ = exp(−d²/4)(−d/2)ⁿ(2ⁿn!)^(1/2)/n!
= exp(−S/2)(−√S)ⁿ/√(n!).

The line weights follow a Poisson distribution:

Pₙ = exp(−S)Sⁿ/n!.

Its mean phonon number is

Σₙ nPₙ = S exp(−S) Σ_{n≥1} S^(n−1)/(n−1)! = S.

The mean energy left in the lattice is Sħω = λ, as the vertical transition requires.

Successive weights obey Pₙ/Pₙ₋₁ = S/n. For S = 10 they increase up to n = 9, are equal at n = 9 and n = 10, and then decrease. Each of the two strongest lines has weight 0.1251. The zero-phonon line is weaker than either by the factor 4.54 × 10⁻⁵/0.1251 = 3.6 × 10⁻⁴.

**(e) Suppose that 0.30 eV is instead the full Stokes shift, the difference between the mean absorption and mean emission energies. What is W₀ then?**

Take f as the upper state, and keep the energy of any carrier exchanged with a band fixed. Let E₀ be the zero-phonon transition energy. Absorption leaves a mean energy λ in the lattice of state f, so its mean photon energy is E₀ + λ. Emission from the relaxed state f leaves ω²ΔQ²/2 in the lattice of state i. This is again λ, because the frequencies are equal, and the mean emission energy in the Franck–Condon spectral function is E₀ − λ. The full Stokes shift is therefore

(E₀ + λ) − (E₀ − λ) = 2λ.

The original defect has a full shift of 0.60 eV. If the full shift were 0.30 eV, the relaxation energy would be 0.15 eV, and

S = 0.15/0.030 = 5,

W₀ = exp(−5) = 6.74 × 10⁻³.

This is about 150 times the answer in (c), so the meaning of the quoted energy must be settled before the exponential is evaluated.

**(f) How sensitive is W₀ to an error in λ, to unequal frequencies, and to the use of one effective mode?**

*Error in λ.* At fixed ħω, replacing λ by λ + δ multiplies W₀ by exp[−δ/(ħω)]. An error of one phonon energy changes the result by a factor e. For δ = +30 meV the weight is 1.67 × 10⁻⁵, and for δ = −30 meV it is 1.23 × 10⁻⁴. A ten percent error in λ is thus far from a ten percent error in W₀.

*Unequal frequencies.* Let a = ωᵢ/ħ and b = ω_f/ħ. The exponent in the product of the two ground states is

−aQ²/2 − b(Q − ΔQ)²/2
= −[(a + b)/2][Q − bΔQ/(a + b)]² − abΔQ²/[2(a + b)].

The normalization factors and the Gaussian integral together give (ab/π²)^(1/4)[2π/(a + b)]^(1/2). Squaring the whole overlap,

W₀ = [2√(ab)/(a + b)] exp[−abΔQ²/(a + b)].

Since λ is defined on the final surface, ΔQ² = 2λ/ω_f², and hence

W₀ = [2√(ωᵢω_f)/(ωᵢ + ω_f)] exp{−2λωᵢ/[ħω_f(ωᵢ + ω_f)]}.

Equal frequencies recover exp(−S). Hold λ = 0.30 eV and ħω_f = 30 meV fixed. An initial phonon energy ten percent lower gives 7.67 × 10⁻⁵, and one ten percent higher gives 2.82 × 10⁻⁵. The displacement is the same in both cases. The softer initial mode has a broader wavefunction, which reaches further towards the final minimum.

*Several modes.* If both states share the same normal modes and frequencies, the vibrational ground states are products over modes. Their squared overlaps multiply, so the exponents add:

S = Σⱼ λⱼ/(ħωⱼ).

Divide the 0.30 eV equally between modes of 20 and 40 meV:

S = 150/20 + 150/40 = 7.50 + 3.75 = 11.25,

W₀ = exp(−11.25) = 1.30 × 10⁻⁵.

The arithmetic mean phonon energy is still 30 meV, yet the weight is 3.5 times smaller than in (c). The single energy that reproduces it is λ/S = 300/11.25 = 26.7 meV. The calculation in (c) therefore requires that the given 30 meV be an effective energy in this sense. Such an energy does not give the true displacement through (b). For these two modes ΔQ² = Σⱼ 2λⱼ/ωⱼ² gives 1.98 amu^(1/2) Å, whereas 26.7 meV in (b) gives 1.88. An effective energy fixed instead by λ = ω²ΔQ²/2 is 25.3 meV, and it gives W₀ = 7.1 × 10⁻⁶.

**(g) Can the zero-temperature weight be used at 300 K?**

First divide the coupling among M weak modes, each with Huang–Rhys factor s = S/M and displacement Δ, where s = ωΔ²/(2ħ). A small displacement acts on a vibrational state through −iΔP/ħ, where P is the momentum conjugate to the mode coordinate. Because |⟨m+1|P|m⟩|² = ħω(m + 1)/2 and |⟨m−1|P|m⟩|² = ħωm/2, the probabilities of gaining and losing one phonon are, to first order in s,

s(m + 1) and sm.

Their thermal averages are s(N + 1) and sN, with

N = 1/{exp[ħω/(k_BT)] − 1}.

The probability that no mode changes its phonon number is

[1 − s(2N + 1)]^M → exp[−S(2N + 1)] as M → ∞.

The neglected terms are of order s² per mode, and their total vanishes in this limit. The limit needs M much larger than S²N(N + 1), which is about 66 for these data at 300 K. If the mode energies lie in a narrow band around ħω and no combination of gains and losses in different modes cancels exactly in energy, this probability is the weight of the sharp line. Evenly spaced energies do not meet this condition at finite M.

The same argument treats a single mode. Adding undisplaced modes of the same frequency changes nothing, and rotating the coordinates can spread the one displacement equally over all M modes. The thermal state and the total phonon number are unchanged by the rotation. In the limit of large M, the numbers of gains and losses are independent Poisson variables with means S(N + 1) and SN. Zero net change requires equal numbers r of each:

W₀(T) = exp[−S(2N + 1)] Σᵣ [S²N(N + 1)]ʳ/(r!)²
= exp[−S(2N + 1)] I₀(2S√[N(N + 1)]),

where I₀ is the modified Bessel function of order zero.

At 300 K, k_BT = 25.85 meV and N = 0.456. The two descriptions give

many modes, sharp line: 4.9 × 10⁻⁹,

one mode, zero net phonon change: 5.9 × 10⁻³.

The first is about 9200 times smaller than the zero-temperature weight, whereas the second is 130 times larger. In the single-mode model, a gain and a loss of equal energy return the transition to the zero-phonon energy. With distinct mode energies, such pairs generally miss that energy and form a background around the sharp line. This background carries nearly the weight that the single mode puts in its line. For a uniform band from 29 to 31 meV, 5.7 × 10⁻³ lies within 5 meV of the zero-phonon energy. The background matches the sharp line in a window of only about 5 × 10⁻⁹ eV, so a spectrum of ordinary resolution shows the background and not the sharp line. The answer in (c) therefore cannot be carried to 300 K, and the single-mode thermal result should not be taken for the sharp line of a lattice with many modes.

**(h) How do these parameters stand beside a real monolayer channel?**

Phonon energies of tens of meV are the rough scale for monolayer MoS₂, so 30 meV has a plausible order of magnitude there. The effective energy of a particular defect depends on which modes it couples to. The relaxation energy of 0.30 eV is a model input describing strong coupling. It is not a computed value for a named MoS₂ defect. A channel used at room temperature breaks the zero-temperature assumption, and for a narrow band of many modes this moves the sharp-line weight from 4.5 × 10⁻⁵ to 4.9 × 10⁻⁹. The second number is not an estimate for a real monolayer, whose phonon spectrum is wide. There each mode enters the exponent with its own Sⱼ(2Nⱼ + 1), and soft acoustic modes, for which Nⱼ is large, can lower the weight much further. In a free-standing two-dimensional sheet with deformation-potential coupling, the Huang–Rhys factor per unit phonon energy tends to a constant at low energy while Nⱼ grows as k_BT/(ħωⱼ). The exponent then grows as the logarithm of the sheet size, so at finite temperature the line is broadened rather than strictly sharp. Anharmonicity and a coordinate-dependent electronic matrix element have not been sized here. Because W₀ depends on the small overlap between the tails of two displaced wavefunctions, both should be examined before a calculated weight is compared with a measurement.

Computed values

```
Relaxation energy: 0.30 eV
Phonon energy: 30 meV
Huang-Rhys factor S: 10.00 (no unit)
Coordinate shift: 1.669 amu^(1/2) angstrom
Zero-phonon weight: 4.5400e-05 (no unit)
Zero-phonon weight: 0.00454 percent
Inverse weight: 22026 (no unit)
Weight from grid states: 4.5399e-05 (no unit)
Weight from diagonalization: 4.5400e-05 (no unit)
Mean phonon number: 10.000 (no unit)
Nine-phonon weight: 0.1251 (no unit)
Ten-phonon weight: 0.1251 (no unit)
Full Stokes shift: 0.600 eV
S if 0.30 eV is full Stokes shift: 5.00 (no unit)
Weight in that case: 6.738e-03 (no unit)
Trial error in relaxation energy: 30 meV
Weight, relaxation raised: 1.670e-05 (no unit)
Weight, relaxation lowered: 1.234e-04 (no unit)
Weight, initial phonon 10% lower: 7.674e-05 (no unit)
Weight, initial phonon 10% higher: 2.817e-05 (no unit)
Two-mode lower energy: 20 meV
Two-mode upper energy: 40 meV
Two-mode S: 11.250 (no unit)
Two-mode effective energy: 26.67 meV
Two-mode weight: 1.301e-05 (no unit)
Temperature of use: 300 K
Thermal energy: 25.85 meV
Mean thermal occupation: 0.4563 (no unit)
Single-mode thermal line: 5.922e-03 (no unit)
Many-mode sharp line: 4.936e-09 (no unit)
Sheet-cell side: 1.60 nm
Sheet-cell heights: 4.0, 8.0 nm
Energy slope from sum: 0.2953 eV/nm
Energy slope from formula: 0.2945 eV/nm
Energy rise, one geometry: 1.1811 eV
Change of energy difference: -2.121 meV
```
